\section*{Spin-orbit coupling of xy and x2-y2 orbitals and the magnetic axis}

\section*{Setting}

A magnetic atom has two real d orbitals, $|xy\rangle$ and $|x^2-y^2\rangle$, with the same radial function. The second lies higher by $\Delta>0$. An exchange field splits each orbital into a majority and a minority spin state, quantized along a unit vector $\mathbf n$ at angle $\theta$ to the $z$ axis. The one-electron Hamiltonian is
\begin{equation}
H=H_{\rm orb}-X\,\mathbf n\cdot\mathbf S+\xi\,\mathbf L\cdot\mathbf S ,
\end{equation}
where $X>0$ is the exchange splitting and $\xi$ the spin-orbit energy. We set $\hbar=1$, so $\mathbf L$ and $\mathbf S$ are dimensionless. The majority spin $\uparrow$ points along $\mathbf n$. The magnetic moment is opposite to the spin, but the energies below are even in $\mathbf n$, so spin and magnetization have the same preferred axis.

When $\mathbf n$ is turned, the orbital levels, $X$, $\xi$ and the number of electrons are held fixed. The anisotropy energy is
\begin{equation}
K=E(\mathbf n\perp z)-E(\mathbf n\parallel z),
\end{equation}
so $K>0$ means that $z$ is the easy axis.

\section*{(a) Orbital matrix elements}

\textbf{Question.} Find the matrix elements of $L_x$, $L_y$ and $L_z$ between the two orbitals.

\textbf{Answer.} $\mathbf L=-i\,\mathbf r\times\nabla$ acts on angles alone, so the common radial function can be left aside. Write the angular parts as
\begin{equation}
|xy\rangle= N\,xy,\qquad |x^2-y^2\rangle=\tfrac{N}{2}(x^2-y^2).
\end{equation}
The same $N$ normalizes both: a rotation by $45^\circ$, $x=(x'-y')/\sqrt2$, $y=(x'+y')/\sqrt2$, turns $xy$ into $(x'^2-y'^2)/2$. Differentiation gives
\begin{align}
L_z\,xy&=-i(x\partial_y-y\partial_x)xy=-i(x^2-y^2),\\
L_x\,xy&=-i(y\partial_z-z\partial_y)xy=i\,xz,\\
L_y\,xy&=-i(z\partial_x-x\partial_z)xy=-i\,yz .
\end{align}
The first line reads $L_z|xy\rangle=-2i|x^2-y^2\rangle$. The other two functions are odd in $z$ and hence orthogonal to $x^2-y^2$. Since $\mathbf L$ is Hermitian,
\begin{equation}
\langle xy|L_z|x^2-y^2\rangle=2i,\qquad \langle xy|L_{x}|x^2-y^2\rangle=\langle xy|L_{y}|x^2-y^2\rangle=0 .
\end{equation}
The pair is thus connected by rotation about $z$ and by no other component.

\section*{(b) Which transitions count}

\textbf{Question.} Show that the spin-orbit term gives no first-order energy, and find the second-order energy of a many-electron filling. Why do pairs of occupied states drop out?

\textbf{Answer.} For a real orbital $\phi$, the integral $\langle\phi|\mathbf L|\phi\rangle=-i\int\phi\,(\mathbf r\times\nabla\phi)\,d^3r$ is imaginary. It must also be real, because $\mathbf L$ is Hermitian. It is therefore zero, and so is the first-order energy.

Let $p,q$ label orbital and spin together, and let $V_{pq}=\langle p|\mathbf L\cdot\mathbf S|q\rangle$. For nondegenerate levels the second-order energy is
\begin{equation}
\delta E=\xi^2\sum_{p\,\rm occ}\;\sum_{q\neq p}\frac{|V_{pq}|^2}{\varepsilon_p-\varepsilon_q}.
\end{equation}
If $p$ and $q$ are both occupied, the sum contains $|V_{pq}|^2/(\varepsilon_p-\varepsilon_q)$ and $|V_{qp}|^2/(\varepsilon_q-\varepsilon_p)$. These cancel, since $|V_{pq}|=|V_{qp}|$. What remains is
\begin{equation}
\delta E=-\xi^2\sum_{o\,\rm occ}\;\sum_{u\,\rm empty}\frac{|V_{ou}|^2}{\varepsilon_u-\varepsilon_o}.
\label{eq:second}
\end{equation}
Every term is negative or zero. A transition therefore favors the direction of $\mathbf n$ that makes its matrix element largest. The formula requires $\xi$ to be small compared with the gaps of the coupled occupied and empty states.

\section*{(c) Same spin and opposite spin}

\textbf{Question.} One of the two orbitals is occupied and the other empty. Find how the energy of this single transition depends on $\theta$ when the two states have (i) the same spin and (ii) opposite spins. Which direction does each favor?

\textbf{Answer.} Choose unit vectors $\mathbf e_1,\mathbf e_2$ so that $(\mathbf e_1,\mathbf e_2,\mathbf n)$ is a right-handed orthogonal set, and write
\begin{equation}
\mathbf S=(\mathbf S\cdot\mathbf n)\,\mathbf n+(\mathbf S\cdot\mathbf e_1)\,\mathbf e_1+(\mathbf S\cdot\mathbf e_2)\,\mathbf e_2 .
\end{equation}
For spin states quantized along $\mathbf n$, the first component is diagonal with values $\pm\frac12$. The other two flip the spin, with $\langle\uparrow|\mathbf S\cdot\mathbf e_1|\downarrow\rangle=\frac12$ and $\langle\uparrow|\mathbf S\cdot\mathbf e_2|\downarrow\rangle=-\frac i2$. Hence
\begin{equation}
\langle\uparrow|\mathbf S|\uparrow\rangle=\tfrac12\mathbf n=-\langle\downarrow|\mathbf S|\downarrow\rangle,\qquad
\langle\uparrow|\mathbf S|\downarrow\rangle=\tfrac12(\mathbf e_1-i\mathbf e_2).
\end{equation}
Between two real orbitals, $\langle o|\mathbf L|u\rangle=i\mathbf a$ with a real vector $\mathbf a$. The element of $\mathbf L\cdot\mathbf S$ is $i\mathbf a$ dotted into the spin element, so
\begin{align}
|V_{\rm same}|^2&=\tfrac14(\mathbf a\cdot\mathbf n)^2,\\
|V_{\rm opp}|^2&=\tfrac14\left|\mathbf a\cdot\mathbf e_1-i\,\mathbf a\cdot\mathbf e_2\right|^2
=\tfrac14\left[(\mathbf a\cdot\mathbf e_1)^2+(\mathbf a\cdot\mathbf e_2)^2\right]
=\tfrac14\left[a^2-(\mathbf a\cdot\mathbf n)^2\right].
\label{eq:flip}
\end{align}
The reverse flip has the complex-conjugate spin element and the same modulus.

By part (a), $\mathbf a=\pm2\hat{\mathbf z}$, the sign depending on which orbital is occupied. Then $(\mathbf a\cdot\mathbf n)^2=4\cos^2\theta$ and $a^2=4$. With gap $g$ for the same-spin transition and $g'$ for the opposite-spin one, Eq.~(\ref{eq:second}) gives
\begin{equation}
\delta E_{\rm same}=-\frac{\xi^2}{g}\cos^2\theta,\qquad
\delta E_{\rm opp}=-\frac{\xi^2}{g'}\sin^2\theta .
\label{eq:main}
\end{equation}
The same-spin transition is lowest at $\theta=0$ or $\pi$: it favors $z$ and contributes $K=+\xi^2/g$. The opposite-spin transition is lowest at $\theta=\pi/2$: it favors the plane, with no preferred direction within it, and contributes $K=-\xi^2/g'$.

The physical reason is that this pair feels only $L_zS_z$. If the spin points along $z$, $S_z$ preserves it, and only same-spin states mix. If the spin lies in the plane, $S_z$ is a transverse component, and it only flips the spin. The two squared elements add up to 1 at every angle, so two such transitions with equal gaps would give no anisotropy.

\section*{(d) Two fillings}

\textbf{Question.} Let $X>\Delta$. Find $K$ when the majority pair is full and (A) the minority $xy$ state is also occupied, or (B) both minority states are empty. Examine the limits of $X$.

\textbf{Answer.} \emph{Filling A.} The one empty state is minority $x^2-y^2$. It is reached from minority $xy$ across the gap $\Delta$, and from majority $xy$ across $X+\Delta$. Majority $x^2-y^2$ does not couple to it, because the diagonal element of $\mathbf L$ vanishes. Thus
\begin{equation}
K_A=\xi^2\left(\frac1\Delta-\frac1{\Delta+X}\right)=\frac{\xi^2X}{\Delta(\Delta+X)}>0 .
\label{eq:KA}
\end{equation}
The same-spin transition wins because its gap is smaller. For $X\to\infty$ the spin flip is frozen out and $K_A\to\xi^2/\Delta$. For $X\to0$, $K_A\to0$, as it must when no exchange field marks a direction.

\emph{Filling B.} No same-spin transition is left: the majority pair is full and the minority pair empty. The spin-flip transitions are majority $xy$ to minority $x^2-y^2$, with gap $X+\Delta$, and majority $x^2-y^2$ to minority $xy$, with gap $X-\Delta$. Thus
\begin{equation}
K_B=-\xi^2\left(\frac1{X+\Delta}+\frac1{X-\Delta}\right)=-\frac{2\xi^2X}{X^2-\Delta^2}<0 .
\label{eq:KB}
\end{equation}
The divergence at $X\to\Delta$ is a failure of perturbation theory, since an occupied and an empty state then become degenerate.

\section*{(e) The degenerate limit}

\textbf{Question.} Equation~(\ref{eq:KA}) diverges as $\Delta\to0$. Find the correct $K$ at $\Delta=0$ for three electrons and $\xi>0$.

\textbf{Answer.} At $\Delta=0$ we may use the combinations of the two orbitals with $L_z=\pm2$. In each of them $H=-X\,\mathbf n\cdot\mathbf S\pm2\xi S_z$, measured from the orbital level.

For $\mathbf n\parallel z$ the four energies are $-X/2\pm\xi$ and $X/2\pm\xi$. The lowest three add up to $-X/2-\xi$.

For $\mathbf n\perp z$ the two fields are perpendicular. Each combination then has energies $\mp R$ with $R=\sqrt{X^2/4+\xi^2}$, and the lowest three levels add up to $-2R+R=-R$. Therefore
\begin{equation}
K=\xi-\left(\sqrt{\frac{X^2}{4}+\xi^2}-\frac X2\right)\simeq\xi-\frac{\xi^2}{X}.
\end{equation}
The first form is exact for any $\xi>0$; the last needs $\xi\ll X$. The easy axis is still $z$, but the leading term is linear in $\xi$: the spin-orbit term splits a degenerate, half-filled level in first order.

\section*{(f) Numbers for an iron-like surface layer}

\textbf{Question.} Evaluate parts (d) and (e) for $\xi=0.05$~eV, $\Delta=1$~eV and $X=2.5$~eV, with one atom per square cell of edge 0.287~nm. These are rough values for an iron-like layer. Judge the accuracy of second order.

\textbf{Answer.} With $\xi^2=0.0025$~eV$^2$, filling A gives
\begin{equation}
K_A=\frac{0.0025}{1.0}-\frac{0.0025}{3.5}\ \text{eV}=2.500-0.714\ \text{meV}=1.79\ \text{meV per atom}.
\end{equation}
Divided by the cell area, this is 3.5~mJ/m$^2$. Filling B gives
\begin{equation}
K_B=-\frac{0.0025}{3.5}-\frac{0.0025}{1.5}\ \text{eV}=-2.38\ \text{meV per atom}.
\end{equation}
Changing the filling alone turns the easy axis into an easy plane. Diagonalization of the four-state Hamiltonian gives 1.780 and $-2.379$~meV, within 0.4\% of the second-order values in both cases. At $\Delta=0$, part (e) gives $50-1=49$~meV, and diagonalization gives 49.00~meV. The full set of values is in the numerical output.

\section*{(g) What the pair model leaves out}

\textbf{Question.} For filling A, estimate the effects of the other d orbitals, of band formation at 300~K and of the magnetostatic energy. Compare the model with a real magnetic memory layer.

\textbf{Answer.} \emph{Other orbitals.} Place $xz$ and $yz$ at 0.6~eV and $z^2$ at 0.8~eV above $xy$, again as rough values. Fill all five majority states and minority $xy$. By part (a), $L_x$ takes $xy$ to $xz$ and $L_y$ takes it to $yz$, each with $|\mathbf a|=1$ and $\mathbf a$ in the plane. For $\mathbf n\parallel x$ the same-spin transition to $xz$ lowers the energy by $\xi^2/(4\times0.6\ \text{eV})=1.04$~meV. For $\mathbf n\parallel z$ neither transition contributes. The same-spin part of $K$ thus falls from 2.50 to 1.46~meV.

The opposite-spin part changes sign, from $-0.71$ to $+1.01$~meV. Equation~(\ref{eq:flip}) shows how this can happen: a spin-flip transition favors $\mathbf n$ perpendicular to $\mathbf a$, so transitions with $\mathbf a$ in the plane never favor the plane over $z$. Here the flips with $\mathbf a$ along $z$ ($xy$ to $x^2-y^2$, and $xz$ to $yz$ and back) contribute $-1.21$~meV, and those with $\mathbf a$ in the plane contribute $+2.22$~meV. The rule of part (c) holds for pairs with $\mathbf a$ along $z$, such as $xy$ and $x^2-y^2$; it is not a rule for spin flips in general. The total is 2.47~meV in second order and 2.43~meV by diagonalization, about 36\% above the pair value.

\emph{Bands.} Put the two orbitals on a square lattice with nearest-neighbor hopping $t_1=0.30$~eV for $xy$ and $t_2=-0.45$~eV for $x^2-y^2$, and three electrons per site. Hopping between the two kinds vanishes, because they have opposite parity under reflection in a plane containing the bond and the $z$ axis. The spin-orbit term is local and couples states of equal wavevector, whose separation is
\begin{equation}
g(\mathbf k)=\Delta+2(t_2-t_1)\,c,\qquad c=\cos k_x+\cos k_y ,
\end{equation}
with $k_x,k_y$ in units of the inverse cell edge.

First reduce both hoppings to a quarter. The smallest $g$ is then 0.25~eV, and Eq.~(\ref{eq:KA}) can be averaged over $\mathbf k$ with $\Delta$ replaced by $g(\mathbf k)$. The average is 2.32~meV. It exceeds 1.79~meV because $1/g-1/(g+X)$ is a convex function of $g$, while the mean of $g$ is still $\Delta$. The free energy at 300~K gives 2.29~meV.

With the full hoppings $g$ runs from $-2$ to 4~eV. The levels cross, and the pair formula fails near the crossing. The free energy remains usable and gives 2.8~meV at 300~K. This lattice is special, however: both levels depend on $\mathbf k$ through $c$ alone, one rising and the other falling, so they cross at a single energy. One minority electron per site puts the Fermi level there. For $\mathbf n\parallel z$ the spin-orbit term opens a gap of about 0.1~eV at the crossing, while for $\mathbf n\perp z$ the crossing stays open. The value depends on temperature and reaches about 3.3~meV at low temperature. The figure should not be taken as a typical band correction.

\emph{Magnetostatic energy.} For a thin film treated as a continuum, this energy favors the plane by $\mu_0M_s^2/2$ per volume. With $M_s=1.7$~MA/m and two atoms per cube of edge 0.287~nm, it is 0.13~meV per atom. The pair-model $K_A$ of one surface layer is 13 times larger. In this estimate it could hold the magnetization upright in a film of about 13 atomic layers, provided that no other layer adds anisotropy of its own.

\emph{The real case.} Perpendicular memory layers often use the interface of an iron-rich film with magnesium oxide, whose anisotropy is roughly of order 1~mJ/m$^2$. The model's 3.5~mJ/m$^2$ is on the high side. The values of $\xi$, $X$ and $M_s$ are roughly those of iron, but $\Delta$ stands for a whole distribution of band separations. In the lattice above, bands raised $K$ by roughly 30 to 60\% at 300~K, but only at exactly three electrons per site. There the narrow bands form an insulator and the wide ones are gapped for $\mathbf n\parallel z$, so neither case is an ordinary metal. With 0.1 electron more or fewer the bands are partly filled, as in a metal, and $K$ at 300~K falls to between 1.4 and 1.7~meV; with 0.2 more or fewer it falls to between 0.7 and 1.3~meV. The other orbitals raised $K$, for the levels chosen here. These estimates show that $K$ is sensitive to filling and level positions; they do not fix its value for a real interface. Bonding to oxygen, interface disorder, self-consistent changes of the levels and the thermal loss of magnetization are all absent from the model, and their effect on $K$ has not been estimated here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
ORBITAL ELEMENTS (units of hbar)
Im <xy|L_x|x2-y2>: 0.000
Im <xy|L_y|x2-y2>: 0.000
Im <xy|L_z|x2-y2>: 2.000
SQUARED ELEMENTS OF L.S (hbar^4)
theta 0 deg: same spin 1.000, opposite spin 0.000
theta 45 deg: same spin 0.500, opposite spin 0.500
theta 90 deg: same spin 0.000, opposite spin 1.000
INPUTS (rough, iron-like surface layer)
spin-orbit energy xi: 0.050 eV
splitting Delta: 1.000 eV
exchange splitting X: 2.500 eV
square cell edge: 0.287 nm
temperature: 300 K
thermal energy kT: 25.85 meV
PAIR MODEL, minority xy occupied (K > 0: easy z)
same-spin part of K: 2.500 meV/atom
opposite-spin gap: 3.500 eV
opposite-spin part of K: -0.714 meV/atom
net K, second order: 1.786 meV/atom
net K, second order: 3.47 mJ/m2
net K, diagonalization: 1.780 meV/atom
PAIR MODEL, minority pair empty
smaller opposite-spin gap: 1.500 eV
K, second order: -2.381 meV/atom
K, diagonalization: -2.379 meV/atom
DEGENERATE LIMIT Delta = 0, minority pair half filled
K, diagonalization: 49.00 meV/atom
NEGLECTED: OTHER d ORBITALS (6 electrons)
levels in eV: xy 0.0, x2-y2 1.0, xz 0.6, yz 0.6, z2 0.8
same-spin part of K: 1.458 meV/atom
opposite-spin part of K: 1.010 meV/atom
K, second order: 2.468 meV/atom
K, diagonalization: 2.426 meV/atom
NEGLECTED: BANDS AND HEAT (two-orbital square lattice)
full hopping xy-xy: 0.300 eV
full hopping x2-y2 to x2-y2: -0.450 eV
narrow bands, hopping factor: 0.25
narrow bands, smallest vertical gap: 0.250 eV
narrow bands, K from averaged formula: 2.319 meV/atom
narrow bands, K from free energy: 2.292 meV/atom
full hopping, lowest x2-y2 minus xy: -2.000 eV
full hopping, highest x2-y2 minus xy: 4.000 eV
full hopping, K from free energy: 2.821 meV/atom
NEGLECTED: SHAPE ENERGY (favors the plane)
magnetization: 1.70 MA/m
shape energy: 0.134 meV/atom
pair-model K / shape energy per atom: 13.3
\end{verbatim}
